# Contact Resistance of Thin-Film Transistors from Two Channel Lengths

## Problem

Two thin-film transistors are made side by side and differ in channel length alone. Each is switched on with the same gate overdrive, a small voltage is applied between drain and source, and the total resistance is the drain voltage divided by the current:

- channel length $L_1=5$ µm: $R_1=60$ kΩ;
- channel length $L_2=10$ µm: $R_2=100$ kΩ.

(a) Show, from the current in the channel, how the total resistance depends on length. State what must be assumed.

(b) Find the channel resistance per micrometre and the total contact resistance.

(c) The channel is $W=40$ µm wide, the gate insulator is 100 nm of silica with relative permittivity 3.9, and the gate overdrive is 10 V. Find the mobility. What mobility would the transconductance of each transistor give if the contacts were ignored?

(d) The drain voltage was 0.1 V. Does its finite size spoil the answer to (b)?

(e) How far do reading errors of 1 percent, and small differences between the two transistors, move the answer to (b)?

**Conventions.** The transistors are n-channel. The gate overdrive $V_{ov}$ is the gate voltage minus the threshold voltage, both measured from the source electrode. The channel potential $V(x)$ is measured from the same electrode, and $x$ runs from the source end of the channel to the drain end. $V_D$ is the drain voltage, $C$ the gate capacitance per area, $\mu$ the mobility and $I$ the current, counted positive from drain to source.

## Hints

1. Every electron that crosses the channel also crosses both contacts. What does this say about how the resistances combine?
2. Which part of the total resistance is the same in both transistors? Find a combination of the two readings from which it drops out.
3. For (c), the transconductance is the derivative of the current with respect to gate voltage. The gate changes the channel resistance, but in the simplest model it leaves the contacts alone.
4. For (d), integrate the channel current between the two ends of the channel. The potentials there are not 0 and $V_D$, because the contacts take their share.
5. For (e), write the contact resistance directly in terms of $R_1$ and $R_2$ and look at the coefficients.

## Full solution

### (a) The law for the total resistance

The gate and the channel form a capacitor. Where the channel potential is $V$, the voltage available to hold mobile electrons is $V_{ov}-V$, so their charge per area has magnitude $C(V_{ov}-V)$. This assumes that the potential varies slowly along the channel compared with its variation across the insulator. The current is width times charge per area times mobility times field:

$$I=W\mu C\,(V_{ov}-V)\,\frac{dV}{dx}.\qquad(1)$$

At small drain voltage $V\ll V_{ov}$ everywhere, and the bracket may be replaced by $V_{ov}$. The field is then uniform, and the voltage across a channel of length $L$ is

$$V_{ch}=\frac{I\,L}{W\mu C V_{ov}}=I\,rL,\qquad r=\frac{1}{W\mu C V_{ov}}.\qquad(2)$$

Here $r$ is the channel resistance per unit length. It is the same for both transistors if they share width, mobility, capacitance and overdrive.

Let the source and drain contacts have resistances $R_s$ and $R_d$. The same current passes through source contact, channel and drain contact, so the three voltages add up to $V_D$:

$$V_D=IR_s+I\,rL+IR_d.$$

Dividing by $I$ gives

$$R(L)=rL+R_c,\qquad R_c=R_s+R_d.\qquad(3)$$

This is a straight line in $L$, provided that the contacts are ohmic and do not depend on channel length. It also takes the stated length to be the electrical length. The intercept $R_c$ is the sum of two contacts, not the resistance of one.

### (b) Slope and intercept

Write (3) for each transistor and subtract. The contact resistance cancels:

$$R_2-R_1=r(L_2-L_1),$$

$$r=\frac{R_2-R_1}{L_2-L_1}=\frac{(100-60)\ \text{kΩ}}{(10-5)\ \text{µm}}=8\ \text{kΩ/µm}.$$

The short channel therefore contributes $8\times5=40$ kΩ, and what remains belongs to the contacts:

$$R_c=R_1-rL_1=60-40=20\ \text{kΩ}.$$

The long transistor gives $100-80=20$ kΩ. This agreement checks the arithmetic but not the physics, because a straight line passes through any two points. A third length can test the law: at 20 µm it predicts $8\times20+20=180$ kΩ.

If the two contacts are equal, each has 10 kΩ. The readings do not show whether they are equal, since $R_s$ and $R_d$ enter (3) through their sum alone.

The contacts cost as much resistance as an extra channel of length

$$\frac{R_c}{r}=\frac{20}{8}=2.5\ \text{µm}.$$

This length separates two regimes. For $L\gg2.5$ µm the channel dominates and $R\approx rL$. For $L\ll2.5$ µm the contacts dominate, and shortening the channel further hardly raises the current. The contacts make up 33 percent of the total at 5 µm and 20 percent at 10 µm. This is why doubling the length raises the resistance by a factor of $100/60\approx1.67$ and not 2.

### (c) Mobility, with and without the contacts

The gate capacitance per area is the permittivity divided by the thickness, which gives $C=34.53$ nF/cm². From (2),

$$\mu=\frac{1}{r\,W\,C\,V_{ov}}.$$

In centimetres, $r=8\times10^{7}$ Ω/cm and $W=4\times10^{-3}$ cm, so $rW=3.2\times10^{5}$ Ω. The charge per area is $CV_{ov}=3.453\times10^{-7}$ C/cm². Hence

$$\mu=\frac{1}{3.2\times10^{5}\times3.453\times10^{-7}}\ \frac{\text{cm}^2}{\text{V s}}=9.05\ \frac{\text{cm}^2}{\text{V s}}.$$

Now suppose that one transistor is measured alone. At small drain voltage, a contact-free channel would have $I=W\mu CV_{ov}V_D/L$. Its derivative with respect to gate voltage is $W\mu CV_D/L$, which suggests the definition

$$\mu_{g}=\frac{L}{WCV_D}\,\frac{dI}{dV_{ov}}.\qquad(4)$$

With contacts the current is $I=V_D/R$, where $R=R_c+rL$. Take $\mu$ and $R_c$ independent of gate voltage. Since $r$ is proportional to $1/V_{ov}$, we have $dr/dV_{ov}=-r/V_{ov}$, and therefore

$$\frac{dI}{dV_{ov}}=-\frac{V_D}{R^2}\,\frac{dR}{dV_{ov}}=\frac{V_D}{R^2}\,\frac{rL}{V_{ov}}.$$

The two minus signs cancel: more gate voltage means less resistance and more current. Insert this in (4) and use $1/(WCV_{ov})=\mu r$, which is (2) rearranged:

$$\mu_g=\frac{L}{WCV_{ov}}\,\frac{rL}{R^2}=\mu\left(\frac{rL}{R}\right)^2.\qquad(5)$$

The square has two causes. The contacts lower the current by the factor $rL/R$. They also make the total resistance respond less to the gate, because a fraction $rL/R$ of it is channel. The numbers are

$$L_1:\ 9.05\times\left(\tfrac{40}{60}\right)^2=4.02\ \frac{\text{cm}^2}{\text{V s}},\qquad L_2:\ 9.05\times\left(\tfrac{80}{100}\right)^2=5.79\ \frac{\text{cm}^2}{\text{V s}}.$$

Both transistors have the same channel material, yet the shorter one appears to have the poorer mobility. For $L\gg R_c/r$ the ratio in (5) tends to 1 and the true mobility returns.

### (d) Finite drain voltage

Keep the full bracket in (1). The source end of the channel is at $V_a=IR_s$ and the drain end at $V_b=V_D-IR_d$. Integrating (1) over the channel gives

$$IL=W\mu C\int_{V_a}^{V_b}(V_{ov}-V)\,dV=W\mu C\left[V_{ov}(V_b-V_a)-\tfrac12(V_b^2-V_a^2)\right].$$

Factor out $V_b-V_a$, divide by $W\mu CV_{ov}$ and use (2):

$$I\,rL=(V_b-V_a)\left[1-\frac{V_a+V_b}{2V_{ov}}\right].$$

The difference of the end potentials is $V_b-V_a=V_D-IR_c$. Their sum is $V_a+V_b=V_D+I(R_s-R_d)$. For equal contacts the sum is simply $V_D$. Dividing by $I$ and by the bracket then leaves

$$\frac{rL}{1-V_D/(2V_{ov})}=\frac{V_D}{I}-R_c,$$

$$R=R_c+\frac{rL}{1-V_D/(2V_{ov})}.\qquad(6)$$

This holds as long as the channel stays conducting up to its drain end, $V_b<V_{ov}$. The line remains straight and its intercept does not move. The slope rises because the channel potential, whose two end values have the mean $V_D/2$, takes away part of the gate's hold on the electrons.

For a channel with $r=8$ kΩ/µm, $V_D=0.1$ V and $V_{ov}=10$ V, the measured slope would be $8/(1-0.005)=8.040$ kΩ/µm, an excess of 0.5 percent. Read the other way, readings of 60 and 100 kΩ taken at 0.1 V with equal contacts imply $r=8\times0.995=7.96$ kΩ/µm and a mobility of 9.10 rather than 9.05 cm²/Vs. The transconductance values of (c) likewise become 4.04 and 5.82 cm²/Vs, so the third digit in (c) belongs to the small-voltage limit. Numerical integration of (1) with two contacts of 10 kΩ gives this slope and an intercept of 20.000 kΩ.

If the contacts are unequal, the sum $V_a+V_b$ contains the current, which depends on $L$, and the intercept moves. In the extreme case where all 20 kΩ sit at the source, the same integration gives an intercept of 20.054 kΩ. The shift is about 0.3 percent, so the answer to (b) survives.

### (e) Reading errors and unequal transistors

Since $L_2=2L_1$, the slope times $L_1$ is $rL_1=R_2-R_1$, and

$$R_c=R_1-(R_2-R_1)=2R_1-R_2.\qquad(7)$$

The contact resistance is a difference of two larger numbers, $120-100$, and this amplifies errors. Let the readings have independent random errors with standard deviations $s_1=0.6$ kΩ and $s_2=1.0$ kΩ, which are 1 percent of each. Independent errors add in squares, each weighted by its coefficient:

$$s(R_c)=\sqrt{4s_1^2+s_2^2}=\sqrt{1.44+1.00}=1.56\ \text{kΩ},$$

$$s(r)=\frac{\sqrt{s_1^2+s_2^2}}{L_2-L_1}=\frac{\sqrt{0.36+1.00}}{5}=0.233\ \text{kΩ/µm}.$$

Relative to the results, these are 7.8 percent for $R_c$ and 2.9 percent for $r$. A common calibration error is milder: if both readings are 1 percent high, (7) gives a contact resistance that is also 1 percent high.

Differences between the transistors act in the same way. Suppose that the true values are those found in (b), but the long transistor has a threshold 0.1 V higher. At the same gate voltage its overdrive is 9.9 V, and its channel resistance is $80\times10/9.9=80.81$ kΩ. Its reading becomes 100.81 kΩ, and (7) gives $120-100.81=19.19$ kΩ, which is 4 percent low.

A temperature difference changes the mobility; it can also change the threshold and the contacts, but only the mobility is counted here. Assume a thermally activated mobility with an activation energy of 0.02 eV, and let the long transistor be 1 K warmer than the short one at 300 K. Its channel conducts slightly better, its reading falls, and the extracted contact resistance is 20.21 kΩ, about 1 percent high.

### The numbers beside real devices

The chosen parameters lie in the regime of transistors made from amorphous indium gallium zinc oxide, for which a mobility of roughly 10 cm²/Vs is common. The overdrive corresponds to an insulator field of 1.0 MV/cm, well below the rough 10 MV/cm at which good silica breaks down. Contacts are compared through resistance times width, here $20\ \text{kΩ}\times40\ \text{µm}=80$ Ω cm. This is on the high side: good contacts to this material reach roughly 10 Ω cm or less. Real devices can break several assumptions of (3). A threshold mismatch of 0.1 V moves the contact resistance by 4 percent, as shown above. An electrical length that differs from the stated one and contacts that are not ohmic can do more, and they are the subjects of the variations. A mobility or contact resistance that depends on gate voltage does not upset the extraction in (b), which uses a single overdrive, but it does change (5).

## Variation 1: the channel is shorter than stated

**Question.** Another pair of transistors has the same stated lengths, with true values $r=8$ kΩ/µm at 10 V overdrive and $R_c=20$ kΩ. Each electrical channel is shorter than stated by $\Delta L=0.5$ µm, for example because the conducting contact regions reach under the gate. What contact resistance does the method of (b) give, and how can the true one be recovered?

**Solution.** Replace $L$ by $L-\Delta L$ in (3):

$$R=r(L-\Delta L)+R_c=rL+(R_c-r\,\Delta L).$$

The slope is right, but the intercept is too small by $r\,\Delta L=4$ kΩ. The readings are $8\times4.5+20=56$ kΩ and $8\times9.5+20=96$ kΩ, and the intercept is $2\times56-96=16$ kΩ, which is 20 percent low. A third length would not reveal this error, because the line stays straight.

A second gate voltage does reveal it. At 5 V overdrive $r$ doubles to 16 kΩ/µm. If $R_c$ and $\Delta L$ do not depend on gate voltage, the new intercept is $20-16\times0.5=12$ kΩ. The two lines cross where

$$8L+16=16L+12,$$

with $L$ in µm and resistances in kΩ. This gives $L=0.5$ µm and $R=8\times0.5+16=20$ kΩ. The crossing point is $(\Delta L,R_c)$, because at $L=\Delta L$ no channel is left for the gate to control.

The condition on $R_c$ matters. Suppose instead that the contact resistance also doubles, from 20 to 40 kΩ, when the overdrive is halved. With $u=L-\Delta L$, the lines cross where $8u+20=16u+40$, so $u=-2.5$ µm and $R=0$. The crossing point then gives neither the length offset nor the contact resistance.

## Variation 2: the contacts are not ohmic

**Question.** Model the two contacts as equal, opposed ideal junctions with saturation current $I_0$, at 300 K. At very low current their total resistance is 20 kΩ, and the channel has $r=8$ kΩ/µm as before. What does the method of (b) give at a drain voltage of 0.1 V, and at 0.01 V?

**Solution.** Let $V_T=k_BT/q=25.85$ mV be the thermal voltage, with $q$ the elementary charge. The current biases one junction forward and the other in reverse. With both voltages counted as positive drops,

$$I=I_0\left(e^{V_f/V_T}-1\right),\qquad I=I_0\left(1-e^{-V_r/V_T}\right).$$

Solve each for its voltage, add, and write $y=I/I_0$:

$$V_f+V_r=V_T\left[\ln(1+y)-\ln(1-y)\right]=2V_T\left(y+\frac{y^3}{3}+\dots\right).$$

The even powers cancel between the two logarithms. Dividing by $I=yI_0$ gives the contact resistance at finite current,

$$R_c(I)=\frac{2V_T}{I_0}\left(1+\frac{y^2}{3}+\dots\right).\qquad(8)$$

The low-current value of 20 kΩ fixes $I_0=2\times25.85\ \text{mV}/20\ \text{kΩ}=2.585$ µA. Physically, the reverse-biased junction cannot pass more than $I_0$, so the resistance climbs as the current approaches that limit.

At 0.1 V the currents would be 1.667 µA and 1.000 µA if the totals stayed at 60 and 100 kΩ. These are 0.645 and 0.387 of $I_0$, so the correction in (8) is not small. It is also larger in the short transistor, whose reading carries the weight 2 in (7). From (7) and (8), the leading error of the extracted value is

$$\delta R_c\approx\frac{20\ \text{kΩ}}{3}\left(2y_1^2-y_2^2\right)=\frac{20\ \text{kΩ}}{3}\,(0.831-0.150)\approx4.5\ \text{kΩ}.$$

Solving the full junction equations in series with the linear channel of (2) gives an extracted value of 25.45 kΩ, which is 27 percent above the low-current resistance. Keeping the full bracket of (1) moves this to 25.44 kΩ if the source junction is the reverse-biased one and to 25.39 kΩ if it is the forward-biased one. At 0.01 V the currents are about ten times smaller and the leading error about a hundred times smaller, near 0.05 kΩ. The full solution gives 20.05 kΩ.

This suggests a check on the original measurement: repeat it at a lower drain voltage. By (6), equal ohmic contacts leave the intercept where it was, whereas junctions of this kind make it fall, here by about 5 kΩ between 0.1 and 0.01 V. A small fall proves nothing: ohmic contacts placed entirely at the source also lower the intercept, from 20.054 to 20.005 kΩ over the same range. Among the effects sized on this sheet at 10 V overdrive, with the magnitudes assumed here, junction-like contacts at 0.1 V cause the largest error in $R_c$ (27 percent), followed by the length offset of 0.5 µm (20 percent). The order depends on the overdrive: at 5 V the same length offset makes the intercept 40 percent too low. The computed values are collected in the numerical output below.

## Numbers as computed

```
Given length, short device: 5.0 um
Given length, long device: 10.0 um
Given resistance, short device: 60.0 kohm
Given resistance, long device: 100.0 kohm
Channel resistance per length r: 8.000 kohm/um
Total contact resistance Rc: 20.000 kohm
Each contact, if equal: 10.000 kohm
Channel length equivalent to Rc: 2.500 um
Channel part, short device: 40.0 kohm
Channel part, long device: 80.0 kohm
Contact share, short device: 33.3 percent
Contact share, long device: 20.0 percent
Predicted resistance at 20 um: 180.0 kohm
Chosen width: 40.0 um
Chosen insulator thickness: 100.0 nm
Chosen relative permittivity: 3.9 (no unit)
Chosen gate overdrive: 10.0 V
Chosen drain voltage: 0.10 V
Chosen temperature: 300.0 K
Gate capacitance per area: 34.53 nF/cm2
Mobility from slope: 9.05 cm2/Vs
Rc times width: 80.0 ohm cm
Current, short device: 1.667 uA
Current, long device: 1.000 uA
Transconductance mobility, short: 4.02 cm2/Vs
Transconductance mobility, long: 5.79 cm2/Vs
Slope at chosen drain voltage: 8.040 kohm/um
Rc at chosen drain voltage: 20.000 kohm
Rc found, all contact at source: 20.054 kohm
Assumed reading error: 1.0 percent
Resulting error of Rc: 1.56 kohm
Resulting relative error of Rc: 7.8 percent
Resulting error of r: 0.233 kohm/um
Resulting relative error of r: 2.9 percent
Assumed length offset: 0.50 um
Rc found with length offset: 16.00 kohm
Second gate overdrive: 5.0 V
Crossing of two lines, length: 0.500 um
Crossing of two lines, resistance: 20.00 kohm
Assumed threshold mismatch: 0.10 V
Rc found with mismatch: 19.19 kohm
Assumed activation energy: 0.020 eV
Assumed temperature difference: 1.0 K
Rc found, long device warmer: 20.21 kohm
Thermal voltage: 25.85 mV
Junction saturation current: 2.585 uA
Rc found, junctions, 0.1 V drain: 25.45 kohm
Rc found, junctions, 0.01 V drain: 20.05 kohm
Insulator field from overdrive: 1.00 MV/cm
```
